**Plasmon pole of a freestanding graphene sheet**

For Fermi energy $E_F$, in-plane wavevector $q$ and relaxation rate $\gamma$, the program tests the pole $\omega=\sqrt{2E_Fq-\gamma^2/4}-i\gamma/2$ in atomic units. It solves Poisson's equation on a grid containing the conducting sheet and asserts that the reflection coefficient and its complex pole agree with the formulas. It also diagonalizes the kinetic equation on the Fermi circle and asserts the square-root exponent, the damping and an overdamped root. Further assertions cover the Drude weight and the corrections for retardation, electron motion, interband polarization, temperature and a second sheet. For $E_F=0.3$ eV and $q=0.02$ nm⁻¹ the output gives a plasmon energy of 0.131 eV and a small-$q$ exponent of 0.500008. Interband polarization is the largest single-sheet correction listed, at −2.4 %. A second identical sheet 50 nm away splits the mode into 0.105 and 0.154 eV.

## Check in Python

```python
# Result under test: a freestanding graphene sheet with Drude conductivity
#   sigma = (i/pi) E_F/(omega + i gamma)
# has the electrostatic reflection coefficient
#   r = 2 E_F q / (2 E_F q - omega (omega + i gamma)),
# whose pole is omega = sqrt(2 E_F q - gamma^2/4) - i gamma/2,
# so omega = sqrt(2 E_F q) without loss.
# Atomic units inside (e = hbar = 4 pi eps0 = 1), time factor exp(-i omega t).
# E_F: Fermi energy, q: in-plane wavevector, gamma: relaxation rate,
# v: Dirac velocity, c: speed of light, gap: distance to a second sheet.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, newton
from scipy.special import expit, spence

HARTREE = sc.physical_constants['Hartree energy in eV'][0]
BOHR_NM = sc.physical_constants['Bohr radius'][0] * 1e9
c = 1 / sc.fine_structure

# Chosen example parameters
fermi_ev, velocity_si, mobility_cm2 = 0.3, 1.0e6, 1.0e4
temperature, q_nm, gap_nm = 300.0, 0.02, 50.0

E_F = fermi_ev / HARTREE
v = velocity_si / (sc.fine_structure * sc.c)
q = q_nm * BOHR_NM
gap = gap_nm / BOHR_NM
kT_ev = sc.k * temperature / sc.e
kT = kT_ev / HARTREE
mobility_si = mobility_cm2 * 1e-4
gamma_si = velocity_si**2 / (mobility_si * fermi_ev)
gamma = gamma_si * sc.hbar / sc.e / HARTREE


def sigma(omega, rate=gamma):
    return 1j * E_F / (np.pi * (omega + 1j * rate))


def plasmon(wavevector):
    return np.sqrt(2 * E_F * wavevector)


def damped_pole(wavevector, rate):
    root = np.sqrt(2 * E_F * wavevector - rate**2 / 4 + 0j)
    return root - 0.5j * rate


def reflection(omega, rate=gamma):
    return 2 * E_F * q / (2 * E_F * q - omega * (omega + 1j * rate))


w0 = plasmon(q)

# Drude weight: current carried by a slightly shifted Fermi disk
k_F = E_F / v
shift = 1e-4 * k_F
theta = 2 * np.pi * np.arange(400) / 400
edge = shift * np.cos(theta) + np.sqrt(k_F**2 - (shift * np.sin(theta))**2)
current = 4 / (2 * np.pi)**2 * v * 2 * np.pi * np.mean(
    np.cos(theta) * edge**2 / 2)
drude_weight = current / shift
assert abs(drude_weight / (E_F / np.pi) - 1) < 1e-6

# Relaxation rate from mobility: dc Drude conductivity equals n e mobility
kf_si = fermi_ev * sc.e / (sc.hbar * velocity_si)
density_si = kf_si**2 / np.pi
sigma_dc = sc.e**2 * fermi_ev * sc.e / (np.pi * sc.hbar**2 * gamma_si)
assert abs(sigma_dc / (density_si * sc.e * mobility_si) - 1) < 1e-9


# Poisson equation on a grid, with a distant source sheet and the graphene
def grid_potential(omega, with_sheet):
    step, half = 0.01 / q, 1200
    n = 2 * half + 1
    bands = np.ones((3, n), complex)
    bands[1] = -2 - (q * step)**2
    if with_sheet:
        bands[1, half] += 4 * np.pi * step * (-1j * q**2 * sigma(omega) / omega)
    source = np.zeros(n, complex)
    source[half + 300] = -4 * np.pi * step
    return solve_banded((1, 1), bands, source)[half]


phi_ext = grid_potential(w0, False)


def grid_reflection(omega):
    return -(grid_potential(omega, True) - phi_ext) / phi_ext


r_off_grid = grid_reflection(0.8 * w0)
r_on_grid = grid_reflection(w0)
assert abs(r_off_grid / reflection(0.8 * w0) - 1) < 2e-4
# grid error of about 1e-5 is magnified by the resonance
assert abs(r_on_grid / reflection(w0) - 1) < 3e-3
assert abs(reflection(w0) / (1j * w0 / gamma) - 1) < 1e-9
grid_pole = w0 * newton(lambda x: phi_ext / grid_potential(x * w0, True),
                        0.9 + 0j, x1=1.1 - 0.01j, tol=1e-9)
pole = damped_pole(q, gamma)
assert abs(grid_pole / pole - 1) < 3e-5


# Kinetic equation on the Fermi circle, diagonalized without using sigma or r
def kinetic_modes(wavevector, rate=0.0, n=120):
    angle = 2 * np.pi * (np.arange(n) + 0.5) / n
    drift = v * wavevector * np.cos(angle)
    states = 2 * E_F / (np.pi * v**2)
    coulomb = 2 * np.pi / wavevector * states
    average = np.ones((n, n)) / n
    matrix = (np.diag(drift) + drift[:, None] * coulomb * average
              - 1j * rate * (np.eye(n) - average))
    return np.linalg.eigvals(matrix)


def kinetic_plasmon(wavevector, rate=0.0):
    modes = kinetic_modes(wavevector, rate)
    return modes[np.argmax(modes.real)]


small = 1e-3 * q
slow, fast = kinetic_plasmon(small).real, kinetic_plasmon(4 * small).real
exponent = np.log(fast / slow) / np.log(4)
assert abs(exponent - 0.5) < 1e-4
assert abs(slow / plasmon(small) - 1) < 1e-4
assert abs(kinetic_plasmon(small, gamma) / damped_pole(small, gamma) - 1) < 1e-4
q_over = gamma**2 / (8 * E_F)
over_modes = kinetic_modes(0.5 * q_over, gamma)
slowest = over_modes[np.argmax(over_modes.imag)]
assert abs(slowest - damped_pole(0.5 * q_over, gamma)) < 1e-4 * gamma
assert abs(slowest.real) < 1e-6 * gamma

# Nonlocal intraband correction
w_nonlocal = kinetic_plasmon(q).real
assert abs(w_nonlocal / np.sqrt(w0**2 + 0.75 * (v * q)**2) - 1) < 2e-5


# Retardation: match fields of a bound p-polarized wave at the sheet
def field_mismatch(omega):
    kappa = np.sqrt(q**2 - (omega / c)**2)
    magnetic = []
    for side in (1, -1):
        e_z = side * 1j * q / kappa
        magnetic.append(c / (1j * omega) * (-side * kappa - 1j * q * e_z))
    jump = magnetic[0] - magnetic[1]
    return (-jump - 4 * np.pi * sigma(omega, 0.0) / c).imag


w_retarded = brentq(field_mismatch, 0.5 * w0, w0, xtol=1e-15)
b = 2 * E_F**2 / c**2
w_ret_formula = np.sqrt(-b + np.sqrt(b**2 + 4 * E_F**2 * q**2))
assert abs(w_retarded / w_ret_formula - 1) < 1e-8


# Interband polarizability from Dirac eigenvectors
def interband_formula(omega):
    return np.log((2 * E_F + omega) / (2 * E_F - omega)) / (4 * np.pi * omega)


pauli_x = np.array([[0, 1], [1, 0]], complex)
pauli_y = np.array([[0, -1j], [1j, 0]])
elements = []
for a in 2 * np.pi * np.arange(24) / 24:
    _, states = np.linalg.eigh(np.cos(a) * pauli_x + np.sin(a) * pauli_y)
    elements.append(abs(states[:, 1].conj() @ pauli_x @ states[:, 0])**2)
mean_element = np.mean(elements)


def polarizability_density(x):
    k = k_F * x
    energy = 2 * v * k
    dipole2 = v**2 * mean_element / energy**2
    return (4 / (2 * np.pi) * k * k_F * dipole2
            * 2 * energy / (energy**2 - w0**2))


alpha_sum = quad(polarizability_density, 1, np.inf)[0]
assert abs(alpha_sum / interband_formula(w0) - 1) < 1e-6
w_interband = brentq(lambda w: 1 - w0**2 / w**2
                     + 2 * np.pi * q * interband_formula(w),
                     0.5 * w0, w0, xtol=1e-14)

# Temperature at fixed net carrier density; energies in units of E_F
t = kT / E_F


def net_density(m, heat):
    return quad(lambda e: e * (expit((m - e) / heat) - expit((-m - e) / heat)),
                0, m + 40 * heat, points=[m], epsabs=1e-12, epsrel=1e-12)[0]


def net_density_exact(m, heat):
    # spence(1 + y) is the dilogarithm of -y; this term comes from the holes
    holes = 2 * heat**2 * spence(1 + np.exp(-m / heat))
    return m**2 / 2 + np.pi**2 * heat**2 / 6 + holes


for m_test, heat_test in ((1.0, t), (0.3, 0.2)):
    difference = (net_density(m_test, heat_test)
                  - net_density_exact(m_test, heat_test))
    assert abs(difference) < 1e-9

mu = brentq(lambda m: net_density(m, t) - 0.5, 0.5, 1.1)
mu_without_holes = np.sqrt(1 - np.pi**2 * t**2 / 3)
hole_shift = 2 * t**2 * np.exp(-mu / t) / mu
assert abs((mu - mu_without_holes) / hole_shift - 1) < 0.01


def thermal_slope(x):
    return expit(x / t) * expit(-x / t) / t


weight = quad(lambda e: e * (thermal_slope(e - mu) + thermal_slope(e + mu)),
              0, mu + 40 * t, points=[mu], epsabs=1e-12)[0]
assert abs(weight - 2 * t * np.log(2 * np.cosh(mu / (2 * t)))) < 1e-7
w_thermal = w0 * np.sqrt(weight)

# A second identical sheet: coupled charges against repeated reflection
places = np.array([0.0, gap])
kernel = 2 * np.pi / q * np.exp(-q * abs(places[:, None] - places[None, :]))
w_pair = np.sqrt(np.linalg.eigvalsh(drude_weight * q**2 * kernel))


def round_trip(omega):
    # without loss the reflection coefficient is real
    return 1 / reflection(omega, 0.0).real**2 - np.exp(-2 * q * gap)


pair_roots = [brentq(round_trip, 0.3 * w0, 0.99 * w0, xtol=1e-14),
              brentq(round_trip, 1.01 * w0, 1.5 * w0, xtol=1e-14)]
assert np.allclose(w_pair, pair_roots, rtol=1e-6, atol=0)
pair_formula = w0 * np.sqrt(1 + np.array([-1, 1]) * np.exp(-q * gap))
assert np.allclose(pair_roots, pair_formula, rtol=1e-8, atol=0)

# The same dispersion evaluated in SI units
w_si = np.sqrt(sc.e**2 * fermi_ev * sc.e * q_nm * 1e9
               / (2 * np.pi * sc.epsilon_0 * sc.hbar**2))
w0_ev = w0 * HARTREE
assert abs(w_si * sc.hbar / sc.e / w0_ev - 1) < 1e-7


def show(label, value, unit, form='.4f'):
    print(f'{label}: {value:{form}} {unit}'.rstrip())


def percent(omega):
    return 100 * (omega / w0 - 1)


show('Fermi energy', fermi_ev, 'eV', '.2f')
show('Dirac velocity', velocity_si, 'm/s', '.1e')
show('mobility', mobility_cm2, 'cm2/Vs', '.0f')
show('temperature', temperature, 'K', '.0f')
show('wavevector q', q_nm, '1/nm', '.3f')
show('gap to second sheet', gap_nm, 'nm', '.0f')
show('carrier density', density_si * 1e-4, '1/cm2', '.3e')
show('Fermi wavevector', kf_si * 1e-9, '1/nm')
show('relaxation energy hbar*gamma', gamma * HARTREE, 'eV', '.6f')
show('thermal energy kT', kT_ev, 'eV', '.5f')
show('Drude weight of shifted disk / (E_F/pi)', drude_weight * np.pi / E_F,
     '', '.7f')
show('lossless plasmon energy', w0_ev, 'eV', '.5f')
show('lossless plasmon frequency', w_si / (2 * np.pi) * 1e-12, 'THz', '.2f')
show('plasmon wavelength', 2 * np.pi / q_nm, 'nm', '.1f')
show('plasmon wavelength converted', 20 * np.pi / q_nm, 'angstrom', '.0f')
show('damped pole, real part', pole.real * HARTREE, 'eV', '.6f')
show('damped pole, imaginary part', pole.imag * HARTREE, 'eV', '.6f')
show('grid pole, real part', grid_pole.real * HARTREE, 'eV', '.6f')
show('grid pole, imaginary part', grid_pole.imag * HARTREE, 'eV', '.6f')
show('Im r on resonance, formula', reflection(w0).imag, '', '.2f')
show('Im r on resonance, grid', r_on_grid.imag, '', '.2f')
show('plasmon energy / kT', w0_ev / kT_ev, '', '.2f')
show('Bose occupation', 1 / np.expm1(w0_ev / kT_ev), '', '.5f')
show('small-q exponent from kinetic modes', exponent, '', '.6f')
for q_row in (q_nm / 16, q_nm / 4, q_nm):
    row = q_row * BOHR_NM
    print(f'q {q_row:.5f} 1/nm: formula {plasmon(row) * HARTREE:.5f} eV, '
          f'kinetic {kinetic_plasmon(row).real * HARTREE:.5f} eV')
show('overdamping limit gamma^2/(8 E_F)', q_over / BOHR_NM, '1/nm', '.3e')
show('light-line crossing 2 E_F/c^2', 2 * E_F / c**2 / BOHR_NM, '1/nm', '.3e')
show('q where formula reaches 2 E_F', 2 * E_F / BOHR_NM, '1/nm')
show('q/(omega/c)', q * c / w0, '', '.2f')
show('v_F q/omega', v * q / w0, '')
show('omega/(2 E_F)', w0 / (2 * E_F), '')
show('kT/E_F', t, '')
show('chemical potential at temperature', mu * fermi_ev, 'eV', '.5f')
print('Shifts of the plasmon energy, each effect alone:')
show('damping', percent(pole.real), '%')
show('retardation', percent(w_retarded), '%')
show('nonlocal intraband motion', percent(w_nonlocal), '%', '.3f')
show('interband polarization', percent(w_interband), '%', '.3f')
show('temperature, intraband weight', percent(w_thermal), '%', '.3f')
show('second sheet, lower mode', percent(w_pair[0]), '%', '.2f')
show('second sheet, upper mode', percent(w_pair[1]), '%', '.2f')
show('lower pair mode', w_pair[0] * HARTREE, 'eV', '.5f')
show('upper pair mode', w_pair[1] * HARTREE, 'eV', '.5f')
print('done: every assertion held')
```

Output:

```
Fermi energy: 0.30 eV
Dirac velocity: 1.0e+06 m/s
mobility: 10000 cm2/Vs
temperature: 300 K
wavevector q: 0.020 1/nm
gap to second sheet: 50 nm
carrier density: 6.612e+12 1/cm2
Fermi wavevector: 0.4558 1/nm
relaxation energy hbar*gamma: 0.002194 eV
thermal energy kT: 0.02585 eV
Drude weight of shifted disk / (E_F/pi): 1.0000000
lossless plasmon energy: 0.13145 eV
lossless plasmon frequency: 31.78 THz
plasmon wavelength: 314.2 nm
plasmon wavelength converted: 3142 angstrom
damped pole, real part: 0.131447 eV
damped pole, imaginary part: -0.001097 eV
grid pole, real part: 0.131446 eV
grid pole, imaginary part: -0.001097 eV
Im r on resonance, formula: 59.91
Im r on resonance, grid: 59.91
plasmon energy / kT: 5.08
Bose occupation: 0.00623
small-q exponent from kinetic modes: 0.500008
q 0.00125 1/nm: formula 0.03286 eV, kinetic 0.03287 eV
q 0.00500 1/nm: formula 0.06573 eV, kinetic 0.06579 eV
q 0.02000 1/nm: formula 0.13145 eV, kinetic 0.13195 eV
overdamping limit gamma^2/(8 E_F): 1.393e-06 1/nm
light-line crossing 2 E_F/c^2: 2.219e-05 1/nm
q where formula reaches 2 E_F: 0.4167 1/nm
q/(omega/c): 30.02
v_F q/omega: 0.1001
omega/(2 E_F): 0.2191
kT/E_F: 0.0862
chemical potential at temperature: 0.29631 eV
Shifts of the plasmon energy, each effect alone:
damping: -0.0035 %
retardation: -0.0277 %
nonlocal intraband motion: 0.376 %
interband polarization: -2.352 %
temperature, intraband weight: -0.616 %
second sheet, lower mode: -20.49 %
second sheet, upper mode: 16.96 %
lower pair mode: 0.10451 eV
upper pair mode: 0.15374 eV
done: every assertion held
```
